\section*{Half a state from each band: the SSH end state}

\section{A count that fails}

Consider a half-infinite chain of atoms with alternating bonds that has a bound state at its end, in the middle of the gap. Suppose that the two bands near the end are taken to be the same as in the bulk, where each holds half a state per orbital, and that the bound state is simply added. For the parameters used below, the bound state has weight 0.556 on the first atom. The single orbital of that atom would then hold $0.5+0.5+0.556=1.556$ states, which is impossible.

The error also reaches the charge. With a filled valence band, the end would appear neutral when the bound level is empty, and the Fermi level of a neutral end would be put below that level. In fact the bound state takes its weight from the bands, half from each, and the end is neutral when the level is half filled.

\section{Model and statement}

Cells $n=1,2,\dots$ contain one orbital $A_n$ and one orbital $B_n$, all orthonormal and with zero site energy. The hopping is $v>0$ within a cell and $w>0$ from $B_n$ to $A_{n+1}$. The chain starts at $A_1$. This is the Su--Schrieffer--Heeger (SSH) chain, with independent electrons; states are counted for one spin. Write a state as amplitudes $(a,b)$ on the two sublattices. Then
\begin{equation}
H=\begin{pmatrix}0&Q\\Q^\dagger&0\end{pmatrix},\qquad
\begin{aligned}(Qb)_n&=vb_n+wb_{n-1},\quad b_0=0,\\ (Q^\dagger a)_n&=va_n+wa_{n+1}.\end{aligned}
\label{H}
\end{equation}
Let $\Gamma$ multiply $A$ amplitudes by $+1$ and $B$ amplitudes by $-1$. Since $H$ connects only $A$ with $B$,
\begin{equation}
\Gamma H\Gamma=-H .
\label{chiral}
\end{equation}
This is the chiral symmetry. It turns a state of energy $E$ into one of energy $-E$.

\textbf{The gap.} The square of $H$ acts on the $B$ sublattice as
\begin{align}
(Q^\dagger Qb)_n&=v(vb_n+wb_{n-1})+w(vb_{n+1}+wb_n)\nonumber\\
&=(v^2+w^2)b_n+vw(b_{n-1}+b_{n+1}).
\label{QQ}
\end{align}
This is a uniform chain with an open end and no special term at $n=1$, because every $B$ site has two neighbours. With $b_0=0$ its states are $\sin kn$, $0<k<\pi$, and
\begin{equation}
\varepsilon_k^2=v^2+w^2+2vw\cos k .
\label{eps}
\end{equation}
The sines are complete on the half-line, so $Q^\dagger Q$ has no bound state. Its spectrum runs from $(w-v)^2$ to $(w+v)^2$. The operator $QQ^\dagger$, which is $H^2$ on the $A$ sublattice, has the same spectrum except possibly for zero. For $v\ne w$, the gap $|E|<|w-v|$ therefore contains at most the energy zero.

\textbf{The end state.} At $E=0$ we need $Qb=0$ and $Q^\dagger a=0$. The first gives $Q^\dagger Qb=0$, hence $b=0$. The second gives $a_{n+1}=-(v/w)a_n$. With $r=v/w$ this is normalizable for $r<1$, when $\sum_n r^{2(n-1)}=1/(1-r^2)$, so
\begin{equation}
|\psi_0(A_n)|^2=(1-r^2)r^{2(n-1)},\qquad \psi_0(B_n)=0 .
\label{psi0}
\end{equation}
For $r\ge1$ there is no end state.

\textbf{Statement.} Let $P_v$ and $P_c$ be the projectors on the valence band ($E<0$) and the conduction band ($E>0$). The diagonal element $(P_v)_{jj}$ is the valence weight at site $j$, that is, the local density of states integrated over the band. Define the deficit as the bulk weight minus the actual weight, summed over sites:
\begin{equation}
D_{v,c}=\sum_j\left[\tfrac12-(P_{v,c})_{jj}\right].
\label{D}
\end{equation}
For $v<w$, $D_v=D_c=\tfrac12$. The bulk value $\tfrac12$ is derived in the next section. The half state is a local quantity, measured against the bulk: no finite chain has a fractional number of levels. For $v<w$, a long open chain of $N$ cells has $N-1$ levels in each band and two near zero, so each band lacks one level, shared by two ends.

\section{First derivation: symmetry and completeness}

By \eqref{chiral}, $\Gamma$ maps the valence band onto the conduction band, so $\Gamma P_v\Gamma=P_c$. Because $\Gamma$ is diagonal in the site basis with entries $\Gamma_j=\pm1$,
\begin{equation}
(P_c)_{jj}=\Gamma_j(P_v)_{jj}\Gamma_j=(P_v)_{jj}.
\label{equal}
\end{equation}
The two bands have equal weight at every site, however close to the end.

In the infinite chain with $v\ne w$ there is no state at zero energy, and $P_v+P_c=1$. Its diagonal element and \eqref{equal} give $2(P_v)_{jj}=1$, which is the bulk value $\tfrac12$ used in \eqref{D}.

In the half-infinite chain with $v<w$ the states at zero energy are exhausted by $\psi_0$, so
\begin{equation}
P_v+P_c+|\psi_0\rangle\langle\psi_0|=1 .
\label{complete}
\end{equation}
The diagonal element at $j$ is $2(P_v)_{jj}+|\psi_0(j)|^2=1$, or
\begin{equation}
(P_v)_{jj}=(P_c)_{jj}=\tfrac12-\tfrac12|\psi_0(j)|^2 .
\label{local}
\end{equation}
Each band gives up half of the end state's weight at the site where that weight sits. Insertion in \eqref{D} gives
\begin{equation}
D_v=D_c=\tfrac12\sum_j|\psi_0(j)|^2=\tfrac12 .
\label{half}
\end{equation}
All terms of the sum are non-negative, so the order of the sites does not matter. For $v>w$ the projector on $\psi_0$ is absent and both deficits vanish. This completes the proof.

\section{Second derivation: the band states alone}

The deficit can also be found without using the end state. For each $k$ take
\begin{equation}
b_n=\frac{\sin kn}{\sqrt\pi},\qquad a_n=\pm\frac{(Qb)_n}{\varepsilon_k},\qquad \varepsilon_k>0 .
\label{band}
\end{equation}
Then $Qb=\pm\varepsilon_k a$ and $Q^\dagger a=\pm Q^\dagger Qb/\varepsilon_k=\pm\varepsilon_k b$, so this is an eigenstate with $E=\pm\varepsilon_k$.

For the normalization, $\sum_n\sin kn\,\sin k'n=\tfrac{\pi}{2}\delta(k-k')$, so the $B$ part contributes $\tfrac12\delta(k-k')$. The $A$ part contributes $\langle b|Q^\dagger Q|b'\rangle/(\varepsilon_k\varepsilon_{k'})$, which is again $\tfrac12\delta(k-k')$. The total is $\delta(k-k')$.

No band state is missing. A vector orthogonal to both signs in \eqref{band} for all $k$ is orthogonal to their sum and difference. Its $B$ part is then orthogonal to all sines and vanishes, and its $A$ part obeys $Q^\dagger a=0$. Such a vector has zero energy and belongs to neither band.

On the $B$ sites the weight of either band is
\begin{equation}
(P_{v,c})_{B_nB_n}=\frac1\pi\int_0^\pi\sin^2kn\,dk=\frac12 ,
\label{WB}
\end{equation}
with no deficit. On the $A$ sites the sign in \eqref{band} drops out of the square, and both bands have the weight
\begin{equation}
W_n=\frac1\pi\int_0^\pi\frac{[v\sin kn+w\sin k(n-1)]^2}{\varepsilon_k^2}\,dk .
\label{WA}
\end{equation}
Put $h=v+we^{-ik}$. Then $|h|^2=\varepsilon_k^2$, and the bracket is $\operatorname{Im}(e^{ikn}h)$. From $(\operatorname{Im}x)^2=\tfrac12(|x|^2-\operatorname{Re}x^2)$ and $h^2/|h|^2=h/h^*$,
\begin{equation}
W_n=\frac12-\frac1{2\pi}\int_0^\pi\operatorname{Re}\left[e^{2ikn}\frac{v+we^{-ik}}{v+we^{ik}}\right]dk .
\label{Wh}
\end{equation}
The real part is even in $k$ and the imaginary part is odd. The integral is thus half of the integral of the full bracket from $-\pi$ to $\pi$, and $W_n=\tfrac12-\tfrac12J_n$ with
\begin{equation}
J_n=\frac1{2\pi}\int_{-\pi}^{\pi}e^{2ikn}\frac{v+we^{-ik}}{v+we^{ik}}\,dk
=\frac1{2\pi i}\oint_{|z|=1}z^{2n-2}\,\frac{vz+w}{v+wz}\,dz .
\label{J}
\end{equation}
Here $z=e^{ik}$ and $dk=dz/(iz)$; one factor $1/z$ comes from $dk$ and one from $v+w/z=(vz+w)/z$. Since $n\ge1$, there is no pole at $z=0$. The remaining pole is at $z=-v/w=-r$.

For $v<w$ it lies inside the circle, and its residue gives
\begin{equation}
J_n=(-r)^{2n-2}\,\frac{w-v^2/w}{w}=(1-r^2)r^{2(n-1)} .
\label{res}
\end{equation}
The deficit is
\begin{equation}
D_v=D_c=\frac12\sum_{n=1}^\infty J_n=\frac{1-r^2}{2}\,\frac1{1-r^2}=\frac12 .
\end{equation}
For $v>w$ the pole lies outside, $J_n=0$, and nothing is missing. The pole position $-r$ is the ratio $a_{n+1}/a_n$ of the end state: the band states carry the imprint of a state that was never put in.

\textbf{Limits.} For $v\to0$ the atom $A_1$ is cut off. Then $J_1=1$, all other $J_n$ vanish, and both bands are absent from that atom. For $v\to w$ from below, each $J_n$ tends to zero while their sum stays 1: the half state spreads over ever more cells. At $v=w$ the fraction in the contour integral of \eqref{J} equals 1, so $J_n=0$ for all $n$ and the deficit is zero. The limit and the sum over sites cannot be interchanged.

\section{What each derivation assumes}

The first derivation needs a symmetry that is diagonal in the site basis, a complete orthonormal set of states, and knowledge of what lies between the bands. It does not need equal cells. Random hoppings leave \eqref{local} intact as long as the gap contains the zero state alone and all levels below and above the gap are counted as the two bands. As a test, 80 pairs of hoppings were drawn from 1.7--2.3 eV for $v$ and 2.7--3.3 eV for $w$, in a chain of 161 sites that begins and ends on $A$. The diagonalized valence weight agreed with \eqref{local} at every site to about $10^{-15}$.

The argument also shows what further bound states would do. If an altered end, still chiral, binds an additional pair at $\pm E$ in the gap, the pair adds two states to \eqref{complete}, and each band loses one more state. A pair bound outside the bands, which a strong first bond can produce, has the same effect if it is not counted with the bands. The value one half therefore requires that the zero state be the only state left out of the two bands.

The second derivation needs uniform hoppings, since it uses the sines and \eqref{eps}. In return it does not assume that an end state exists, and it covers $v<w$, $v=w$ and $v>w$ with one integral. It requires that the integral over the band be done before the sum over sites: at fixed $k$ the terms $e^{2ikn}$ in \eqref{Wh} oscillate without decay, and their sum does not converge.

\section{When chiral symmetry is broken}

\textbf{A potential on the first atom.} Let $A_1$ have energy $U$, with $0<U<w$. Let $g_1(E)$ be the diagonal element of $(E-H)^{-1}$ at $A_1$ for $U=0$. Behind $A_1$ is $B_1$, and behind $B_1$ is a copy of the whole chain. Hence
\begin{equation}
g_1=\frac{1}{E-\dfrac{v^2}{E-w^2g_1}}
\;\Rightarrow\; w^2Eg_1^2-(E^2-v^2+w^2)g_1+E=0 .
\label{g}
\end{equation}
A bound level obeys $Ug_1(E)=1$. Setting $g_1=1/U$ and multiplying by $-U^2$ gives
\begin{equation}
UE^2-(w^2+U^2)E+U(w^2-v^2)=0 .
\label{U}
\end{equation}
At the band edges $E=w\mp v$ the two roots of \eqref{g} coincide, and $g_1=(E^2-v^2+w^2)/(2w^2E)=1/w$. Outside the bands $g_1$ falls with $E$. It falls from $+\infty$ just above $E=0$ to $1/w$ at $w-v$, and from $1/w$ at $w+v$ to zero; it is negative in the lower half of the gap and below the valence band. For $0<U<w$ there is thus one bound level, in the upper half of the gap.

A contour around either band can then be kept clear of all levels as $U$ grows. With $G(z)=(z-H)^{-1}$ and $P=\oint G\,dz/(2\pi i)$, the change of the band's total weight is
\begin{equation}
\operatorname{Tr}\frac{dP}{dU}=\oint\frac{dz}{2\pi i}\,(G^2)_{A_1A_1}
=-\oint\frac{dz}{2\pi i}\,\frac{d}{dz}G_{A_1A_1}=0 .
\end{equation}
The weights at single sites change, but both deficits remain $\tfrac12$. Negative $U$ follows by applying $\Gamma$, which exchanges the bands.

\textbf{Second-neighbour hopping.} A hopping $t_2$ between neighbouring $A$ sites, and equally between $B$ sites, breaks \eqref{chiral} throughout the chain. In the bulk it adds $2t_2\cos k$ to both bands and leaves the Bloch vectors unchanged, so the bulk weight is still $\tfrac12$. A long open chain of $N$ cells is mapped onto itself by inversion. If the two end levels stay in the gap, the valence band keeps $N-1$ levels; it lacks one, and by inversion each end accounts for half. Inversion thus protects the sum but not the local law \eqref{local}.

\textbf{Staggered site energy.} Energies $+m$ on $A$ and $-m$ on $B$ break both symmetries. The end state, living on $A$, moves to $E=m$, and nothing now fixes the deficit at one half. The bulk weights of a band on $A$ and $B$ are then no longer $\tfrac12$ each, but they still add up to 1 in every cell, so the sum in \eqref{D} needs a rule for its cutoff. Here it is taken over whole cells; a cut after an $A$ site, or a weight that falls smoothly from site to site, gives a different value.

\section{Charge neutrality}

Let each site carry a background charge that neutralizes the bulk, $g/2$ electrons per site with spin factor $g$. Let the valence band be full, the conduction band empty, and the end state occupied with probability $f$ per spin. The excess number of electrons at the end is
\begin{equation}
\Delta N=g\left(-D_v+f\right)=g\left(f-\tfrac12\right).
\label{dN}
\end{equation}
For $g=2$ the end has one electron too few when the level is empty and one too many when it is full. It is neutral at $f=\tfrac12$, with the Fermi level at the end level, which is midgap in the chiral chain. With $U$ or $t_2$ the neutral Fermi level follows the shifted end level, and with a staggered energy $D_v\ne\tfrac12$, so the last form of \eqref{dN} does not apply.

That last result also holds with thermally excited carriers. For a Fermi level at zero, the occupations at $E$ and $-E$ add up to 1, and chiral symmetry gives both energies the same weight at each site. Every site then holds $g/2$ electrons at any temperature.

\section{Worked example}

Take $v=2$ eV, $w=3$ eV and a cell length of 4 angstrom. The band edges are at $\pm1$ and $\pm5$ eV, and $r^2=4/9$. The density of the end state decays over $4/(2\ln1.5)=4.93$ angstrom. On the first atom $|\psi_0|^2=1-4/9=0.556$, so \eqref{local} leaves each band $(1-0.556)/2=0.222$ states there instead of 0.5. On the next two $A$ atoms the valence weights are 0.377 and 0.445. Diagonalization of an 80-cell chain and numerical integration of \eqref{WA} both give these values. The first five cells account for $(1-r^{10})/2=0.491$ states out of the missing 0.5. Summed over the left half of the chain, the deficit is 0.5000 in each band; with $v$ and $w$ exchanged it is zero. The numerical output lists the values in full.

The three perturbations, applied one at a time with $v$ and $w$ fixed, give the following for the left end.
\begin{center}
\begin{tabular}{lcc}
Perturbation & End level (eV) & $D_v$\\
$U=0.5$ eV & $0.274$ & $0.500$\\
$t_2=0.1$ eV & $-0.133$ & $0.500$\\
$m=0.5$ eV & $0.500$ & $0.376$
\end{tabular}
\end{center}
In the first row, \eqref{U} reads $0.5E^2-9.25E+2.5=0$, whose smaller root is 0.274 eV. In the second, first-order perturbation theory gives $2t_2\sum_na_na_{n+1}=-2t_2r=-0.133$ eV. The level lies between band edges at $-1.2$ and $0.8$ eV, and the valence weight on $A_1$ falls from 0.222 to 0.204 while the sum stays at one half. In the third, the right end has the deficit 0.624. These two values belong to the sum over whole cells: the bulk valence weights are 0.408 on $A$ and 0.592 on $B$, and a cutoff that is smooth over the sites gives 0.422 and 0.578 instead. The two ends together still lack one state, but inversion no longer divides it equally.

Now put the Fermi level 0.1 eV above midgap at 300 K, where $kT=0.02585$ eV. The occupation is $f=1/(1+e^{-0.1/0.02585})=0.980$ per spin, and \eqref{dN} gives $\Delta N=2(0.980-0.5)=0.96$ electrons, a charge of $-1.54\times10^{-19}$ C. Band carriers are negligible: the Boltzmann factor to the conduction edge is $8\times10^{-16}$. A shift of 0.1 eV thus nearly exhausts the charge that the end can take up, which is bounded by one electron of either sign as long as the Fermi level lies in the gap and band carriers are negligible. In this model the end level can hold the Fermi level near midgap only while the charge demanded of each end stays below that bound.

These are round model parameters and stand for no particular material. For a real contact the most doubtful assumption is that of independent electrons. The bare Coulomb energy of two electrons one decay length apart is 2.9 eV, against a half gap of 1 eV. This scale leaves out the on-site repulsion, although two electrons in the end state share an atom with probability $\sum_n|\psi_0(A_n)|^4=(1-r^2)/(1+r^2)=0.385$, so the charging energy of the end state can be larger. Even on the 2.9 eV scale, screening must reduce it by more than a factor of 2.9 before it falls below the half gap, and \eqref{dN} with a single level for both spins needs it to be small compared with $kT$ as well. Contact with a metal would also broaden the end level, so that $f$ would no longer be the Fermi function at one energy. The numbers for the end charge are therefore those of the model, not a prediction for a device.

\section*{Table of computed values}
\begin{verbatim}
hopping v = 2.0 eV, w = 3.0 eV
cell length = 4.0 angstrom
cells in long chain = 80
band edges: +-1.0 and +-5.0 eV
levels in gap, two ends = 2
decay length of |psi0|^2 = 4.93 angstrom
n, |psi0(A_n)|^2, valence weight: diagonalized, integral
1  0.55556  0.22222  0.22222
2  0.24691  0.37654  0.37654
3  0.10974  0.44513  0.44513
4  0.04877  0.47561  0.47561
5  0.02168  0.48916  0.48916
valence weight on B_1 = 0.50000
A_1 weight, Green function = 0.22222
valence deficit, first 5 cells = 0.49133
valence deficit, total = 0.50000000 states
conduction deficit, total = 0.50000000 states
deficit with v, w exchanged = 0.00000000 states
random hoppings, largest site error = 1e-15
end potential U = 0.5 eV: level = 0.2743 eV
  valence deficit = 0.500000 states
second-neighbour t2 = 0.1 eV: level = -0.1333 eV
  band edges = -1.200 and 0.800 eV
  valence deficit = 0.500000 states
  valence weight on A_1 = 0.20443
staggered energy m = 0.5 eV: level = 0.5000 eV
  valence deficit, left end = 0.376247 states
  valence deficit, right end = 0.623753 states
temperature = 300 K, kT = 0.02585 eV
Fermi level above midgap = 0.1 eV
end-state occupation per spin = 0.97953
excess electrons at end, two spins = 0.95906
excess at midgap Fermi level = 0.00000
end charge = -1.537e-19 C
Boltzmann factor to conduction edge = 7.6e-16
bare Coulomb energy at decay length = 2.92 eV
  ratio to half gap = 2.92
\end{verbatim}
